# When a soft and a hard phonon give a gap maximum: verification in Python

```python
# Result under test: a gap E(T) = Es + A1*(2*n1+1) - A2*(2*n2+1), with
# Bose occupations n1, n2 of modes e1 < e2 and A1, A2 > 0, has a maximum at
# finite temperature if and only if A2/A1 > e2/e1; the maximum is unique.
# For e2 = 4*e1 its temperature has a closed form.
# Energies are in meV, temperatures in K, r = A2/A1, k = Boltzmann constant.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

k = const.k / const.e * 1000.0
hc = const.h * const.c / const.e * 1e9       # eV nm
e1, e2 = 10.0, 40.0
A1, A2 = 5.0, 60.0
gap0 = 2.70                                # eV at T = 0
r = A2 / A1


def bose(e, T):
    return 1.0 / np.expm1(e / (k * T))


def shift(T, a1=A1, a2=A2, w1=e1, w2=e2):
    """Gap relative to its value at T = 0."""
    return 2 * a1 * bose(w1, T) - 2 * a2 * bose(w2, T)


def find_max(function, low=20.0, high=600.0):
    found = minimize_scalar(lambda T: -function(T), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-7})
    return found.x


def closed_tmax(ratio):
    c = np.sqrt(2 / 3) * np.cosh(
        np.arccosh(3 * np.sqrt(6 * ratio) / 4) / 3)
    return e1 / (2 * k * np.arccosh(c))


# Oscillator (p^2 + q^2)/2 on a sinc grid: thermal averages from its states.
step = 0.2
index = np.arange(-90, 91)
q = step * index
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0) ** np.abs(diff) / safe**2) / step**2
levels, states = np.linalg.eigh(kinetic + np.diag(q**2 / 2))
q2_level = (q**2) @ states**2


def twice_q2(e, T):
    weight = np.exp(-e * (levels - levels[0]) / (k * T))
    return 2 * np.sum(weight * q2_level) / np.sum(weight)


def gap_from_states(T):
    return (A1 * (twice_q2(e1, T) - 2 * q2_level[0])
            - A2 * (twice_q2(e2, T) - 2 * q2_level[0]))


for T in (30.0, 100.0, 300.0):
    for e in (e1, e2):
        assert abs(twice_q2(e, T) - 1 / np.tanh(e / (2 * k * T))) < 1e-7
    assert abs(gap_from_states(T) - shift(T)) < 1e-5

# The maximum found from the states against the closed form.
T_states = find_max(gap_from_states, 20.0, 300.0)
T_max = closed_tmax(r)
assert abs(T_states - T_max) < 0.01

# Existence and uniqueness: count turning points on a wide temperature grid.
grid = np.geomspace(8.0, 5000.0, 3000)


def turning_points(ratio, w1, w2):
    rising = np.diff(shift(grid, A1, ratio * A1, w1, w2)) > 0
    assert rising[0]
    return int(np.sum(rising[1:] != rising[:-1]))


for ratio in (0.5, 2.0, 3.9, 4.0):
    assert turning_points(ratio, e1, e2) == 0
for ratio in (4.1, 5.0, 12.0, 40.0):
    assert turning_points(ratio, e1, e2) == 1
assert turning_points(0.98 * 31 / 12, 12.0, 31.0) == 0
assert turning_points(1.02 * 31 / 12, 12.0, 31.0) == 1

# Closed form for other couplings, located directly on the gap curve.
table = []
for ratio in (4.1, 5.0, 8.0, 12.0, 20.0, 40.0):
    direct = find_max(lambda T: shift(T, A1, ratio * A1), 20.0, 3000.0)
    assert abs(direct / closed_tmax(ratio) - 1) < 1e-4
    table.append((ratio, direct))

# Coupling ratio that puts the maximum at a chosen temperature.
needed = {}
for T in (300.0, 1000.0):
    u = e1 / (2 * k * T)
    needed[T] = 4 * np.cosh(u)**2 * np.cosh(2 * u)**2
    direct = find_max(lambda x: shift(x, A1, needed[T] * A1), 20.0, 3000.0)
    assert abs(direct / T - 1) < 1e-4

# Limits: rise at threshold, growth of T_max near it, high-T slope.
threshold_rise = shift(1e6, A1, 4 * A1)
assert abs(threshold_rise - (4 * A1 - A1)) < 0.01
delta = 0.001
near_direct = find_max(lambda T: shift(T, A1, 4 * (1 + delta) * A1),
                       500.0, 20000.0)
near_law = np.sqrt((e2**2 - e1**2) / (12 * delta)) / k
assert abs(near_direct / near_law - 1) < 2e-3
hot_slope = 2 * k * (A1 / e1 - A2 / e2)
hot_direct = (shift(20100.0) - shift(19900.0)) / 200.0
assert abs(hot_direct / hot_slope - 1) < 1e-3

# Sensitivity and curvature at the maximum, against finite differences.
S = e2 / np.tanh(e2 / (2 * k * T_max)) - e1 / np.tanh(e1 / (2 * k * T_max))
sensitivity = -k * T_max**2 / S
up = find_max(lambda T: shift(T, A1, A2 * np.exp(0.02)))
down = find_max(lambda T: shift(T, A1, A2 * np.exp(-0.02)))
assert abs((up - down) / 0.04 / sensitivity - 1) < 3e-3
dn1 = e1 / (k * T_max**2) / (4 * np.sinh(e1 / (2 * k * T_max))**2)
curvature = -2 * A1 * dn1 * S / (k * T_max**2)
h = 0.5
curv_direct = (shift(T_max + h) - 2 * shift(T_max) + shift(T_max - h)) / h**2
assert abs(curv_direct / curvature - 1) < 1e-3

rise = shift(T_max)
T_low = brentq(lambda T: shift(T) - rise + 0.1, 20.0, T_max)
T_high = brentq(lambda T: shift(T) - rise + 0.1, T_max, 400.0)

# Return of the gap to its T = 0 value, by root search and by the cubic.
T_return = brentq(shift, T_max, 1000.0)
roots = np.roots([1, 1, 1, 1 - r])
z = [x.real for x in roots if abs(x.imag) < 1e-9 and x.real > 1][0]
assert abs(T_return - e1 / (k * np.log(z))) < 1e-6

# Quasi-harmonic strain v: minimize the free energy, compare linear law.
stiffness = 15000.0                       # bulk modulus times volume, meV
gruneisen = ((e1, 1.5), (e2, 2.0))
for T in (50.0, 150.0, 300.0):
    def free_energy(v):
        return stiffness * v**2 / 2 + sum(
            k * T * np.log(2 * np.sinh(e * (1 - g * v) / (2 * k * T)))
            for e, g in gruneisen)
    v_min = minimize_scalar(free_energy, bounds=(-0.05, 0.05),
                            method="bounded", options={"xatol": 1e-10}).x
    v_law = sum(g * e * (bose(e, T) + 0.5) for e, g in gruneisen) / stiffness
    assert abs(v_min / v_law - 1) < 0.02  # higher orders in strain remain

# Sizes of neglected effects, with rough inputs for a silver chalcopyrite.
fraction = (np.arange(60) + 0.5) / 60
soft_band = 7.0 + 6.0 * fraction
hard_band = 33.0 + 14.0 * fraction
T_spread = find_max(lambda T: 2 * A1 * np.mean(bose(soft_band, T))
                    - 2 * A2 * np.mean(bose(hard_band, T)))
vol_expansion, bulk_gpa, pressure_coeff = 2e-5, 60.0, 40.0
expansion_slope = -vol_expansion * bulk_gpa * pressure_coeff
e3 = 20.0
A3 = -expansion_slope * e3 / (2 * k)
T_expansion = find_max(lambda T: shift(T) - 2 * A3 * bose(e3, T))
rise_expansion = shift(T_expansion) - 2 * A3 * bose(e3, T_expansion)
softening = 1e-4                          # fractional loss of energy per K
T_soft = find_max(lambda T: shift(T, A1, A2, e1 * (1 - softening * T),
                                  e2 * (1 - softening * T)))
hard_total = A2 * (2 * bose(e2, T_max) + 1)
second_order = (hard_total**2 - A2**2) / (gap0 * 1000)

gap_max = gap0 + rise / 1000
gap_300 = gap0 + shift(300.0) / 1000
print(f"Boltzmann constant k = {k:.6f} meV/K")
print(f"mode energies e1, e2 = {e1:.0f}, {e2:.0f} meV")
print(f"couplings A1, A2 = {A1:.0f}, {A2:.0f} meV; ratio r = {r:.1f}")
print(f"threshold ratio e2/e1 = {e2/e1:.1f}")
print(f"zero-point shift A1-A2 = {A1-A2:.1f} meV")
print(f"cosh(e1/2kTmax) = {np.cosh(e1/(2*k*T_max)):.5f}")
print(f"Tmax, closed form = {T_max:.3f} K")
print(f"Tmax, from oscillator states = {T_states:.3f} K")
print(f"n1, n2 at Tmax = {bose(e1,T_max):.4f}, {bose(e2,T_max):.5f}")
print(f"upward part 2*A1*n1 at Tmax = {2*A1*bose(e1,T_max):.3f} meV")
print(f"downward part 2*A2*n2 at Tmax = {2*A2*bose(e2,T_max):.3f} meV")
print(f"rise of gap at Tmax = {rise:.3f} meV")
print(f"gap at 0 K, Tmax, 300 K = {gap0:.4f}, {gap_max:.4f}, {gap_300:.4f} eV")
print(f"edge wavelength at 0 K = {hc/gap0:.2f} nm")
print(f"edge wavelength at Tmax = {hc/gap_max:.2f} nm")
print(f"edge wavelength at 300 K = {hc/gap_300:.2f} nm")
print(f"gap shift from 0 K to 300 K = {shift(300.0):.2f} meV")
print(f"S at Tmax = {S:.3f} meV")
print(f"dTmax/d(ln r) = {sensitivity:.2f} K")
print(f"curvature at Tmax = {curvature:.6f} meV/K^2")
print(f"within 0.1 meV of maximum: {T_low:.1f} to {T_high:.1f} K")
print(f"return to 0 K gap: z = {z:.4f}, T = {T_return:.2f} K")
print(f"high-temperature slope = {hot_slope:.4f} meV/K")
for ratio, temperature in table:
    print(f"r = {ratio:.1f}: Tmax = {temperature:.1f} K")
for T, ratio in needed.items():
    print(f"ratio r for Tmax = {T:.0f} K: {ratio:.4f}")
print(f"total rise at r = 4, A1 = 5 meV (T = 1e6 K): {threshold_rise:.3f} meV")
print(f"r = {4*(1+delta):.3f}: Tmax direct = {near_direct:.1f} K")
print(f"r = {4*(1+delta):.3f}: Tmax near-threshold law = {near_law:.1f} K")
print("neglected effects (rough inputs):")
print(f"bands 7-13 and 33-47 meV: Tmax = {T_spread:.1f} K")
print(f"volume expansion coefficient = {vol_expansion:.1e} 1/K")
print(f"bulk modulus = {bulk_gpa:.0f} GPa")
print(f"gap pressure coefficient = {pressure_coeff:.0f} meV/GPa")
print(f"expansion slope of gap, hot limit = {expansion_slope:.3f} meV/K")
print(f"separate expansion mode {e3:.0f} meV, A3 = {A3:.2f} meV")
print(f"with that mode: Tmax = {T_expansion:.1f} K")
print(f"with that mode: rise = {rise_expansion:.2f} meV")
print(f"mode softening {softening*1e4:.0f} % per 100 K: Tmax = {T_soft:.1f} K")
print(f"second-order coupling, thermal part = {second_order:.2f} meV")
print(f"thermal energy k*Tmax = {k*T_max:.2f} meV")
print(f"rise / (k*Tmax) = {rise/(k*T_max):.3f}")
print("done: every assertion held")
```

Running it gives:

```
Boltzmann constant k = 0.086173 meV/K
mode energies e1, e2 = 10, 40 meV
couplings A1, A2 = 5, 60 meV; ratio r = 12.0
threshold ratio e2/e1 = 4.0
zero-point shift A1-A2 = -55.0 meV
cosh(e1/2kTmax) = 1.12642
Tmax, closed form = 116.585 K
Tmax, from oscillator states = 116.585 K
n1, n2 at Tmax = 0.5863, 0.01901
upward part 2*A1*n1 at Tmax = 5.863 meV
downward part 2*A2*n2 at Tmax = 2.282 meV
rise of gap at Tmax = 3.581 meV
gap at 0 K, Tmax, 300 K = 2.7000, 2.7036, 2.6887 eV
edge wavelength at 0 K = 459.20 nm
edge wavelength at Tmax = 458.59 nm
edge wavelength at 300 K = 461.13 nm
gap shift from 0 K to 300 K = -11.27 meV
S at Tmax = 19.796 meV
dTmax/d(ln r) = -59.17 K
curvature at Tmax = -0.001342 meV/K^2
within 0.1 meV of maximum: 104.4 to 128.9 K
return to 0 K gap: z = 1.8089, T = 195.78 K
high-temperature slope = -0.1723 meV/K
r = 4.1: Tmax = 824.5 K
r = 5.0: Tmax = 271.2 K
r = 8.0: Tmax = 150.0 K
r = 12.0: Tmax = 116.6 K
r = 20.0: Tmax = 93.8 K
r = 40.0: Tmax = 75.8 K
ratio r for Tmax = 300 K: 4.8043
ratio r for Tmax = 1000 K: 4.0678
total rise at r = 4, A1 = 5 meV (T = 1e6 K): 14.999 meV
r = 4.004: Tmax direct = 4103.6 K
r = 4.004: Tmax near-threshold law = 4102.8 K
neglected effects (rough inputs):
bands 7-13 and 33-47 meV: Tmax = 115.8 K
volume expansion coefficient = 2.0e-05 1/K
bulk modulus = 60 GPa
gap pressure coefficient = 40 meV/GPa
expansion slope of gap, hot limit = -0.048 meV/K
separate expansion mode 20 meV, A3 = 5.57 meV
with that mode: Tmax = 94.4 K
with that mode: rise = 2.21 meV
mode softening 1 % per 100 K: Tmax = 115.2 K
second-order coupling, thermal part = 0.10 meV
thermal energy k*Tmax = 10.05 meV
rise / (k*Tmax) = 0.356
done: every assertion held
```
